# Edge density and width of a collisionless cold-ion slab plasma

A gas at 0.5 mTorr fills a gap between 5 and 6 cm wide, and ionization sustains a plasma in it. In the model treated here the electron temperature settles at 7.59 eV, and ions leave the quasineutral region with a directed energy of half that, 3.79 eV. Yet the potential falls by 5.26 V between the centre and the edge of that region. Why does the field need more voltage than the flow energy suggests? Ions are born at rest all along the way, and each one must be brought up to the speed of the flow. This loading lowers the density at the edge and, for a given ionization frequency and electron temperature, narrows the plasma.

## The model and its edge

The slab is symmetric about $x=0$, and its wall on the right absorbs ions. The ions are singly charged, with mass $m$, density $n$ and a single fluid velocity $u(x)$. They have no pressure and no friction with the gas. The electron temperature $T$ is uniform and is written as an energy. Electron inertia is neglected, so the electric force on the electrons balances their pressure gradient:

$$-enE-T\frac{dn}{dx}=0,\qquad enE=-T\frac{dn}{dx}. \tag{1}$$

The same $n$ serves for both species because the plasma is quasineutral. Each electron ionizes at the uniform frequency $\nu$, so ions appear at the rate $\nu n$ per unit volume:

$$\frac{d(nu)}{dx}=\nu n. \tag{2}$$

Newborn ions are at rest. I write $c=\sqrt{T/m}$ for the Bohm speed, usually called $u_B$, and $M=u/c$.

The quasineutral region ends at a thin, positively charged sheath. To find the speed at which ions must enter it, neglect ionization inside the sheath and let the potential change there by a small $\varphi$. Energy conservation gives $mu\,\delta u=-e\varphi$. Flux conservation gives $\delta n_i/n=-\delta u/u=e\varphi/(mu^2)$. For the electrons, $\delta n_e/n=e\varphi/T$. Poisson's equation then reads

$$\frac{d^2\varphi}{dx^2}=-\frac{e}{\epsilon_0}(\delta n_i-\delta n_e)
=\frac{e^2n}{\epsilon_0}\left(\frac1T-\frac1{mu^2}\right)\varphi .$$

For $u<c$ the bracket is negative and $\varphi$ oscillates, so no monotonic sheath can start. A sheath therefore needs $u\ge c$.

At $u=c$ the linear term vanishes and the next order decides. With $\eta=-e\varphi/T$, the ion density is $n(1+2\eta)^{-1/2}=n(1-\eta+\tfrac32\eta^2-\dots)$ and the electron density is $n(1-\eta+\tfrac12\eta^2-\dots)$. The difference, $n\eta^2$, is positive, as a sheath requires. Both derivations below show that the quasineutral flow, starting from rest, cannot pass beyond $u=c$. The two conditions meet at $M=1$, which is the edge $x=l$. The distance $l$ is thus the half-width to the sheath edge, not to the material wall.

## First derivation: a momentum budget

Consider the ion momentum in a fixed thin layer. The flow carries momentum through its faces at the rate $mnu^2$ per unit area. The field adds $enE$ per unit volume. Ionization adds particles but no momentum, since the new ions are at rest. In steady state, using (1),

$$\frac{d(mnu^2)}{dx}=enE=-T\frac{dn}{dx}.$$

Divide by $m$ and move the right side to the left:

$$\frac{d}{dx}\left[n(u^2+c^2)\right]=0,\qquad n(u^2+c^2)=n_0c^2. \tag{3}$$

The constant is fixed at the centre, where symmetry gives $u=0$ and $n=n_0$. At the edge $u=c$, so $2n_sc^2=n_0c^2$ and

$$\boxed{\frac{n_s}{n_0}=\frac12}.$$

The factor two has a direct meaning. The electron pressure at the centre, $n_0T$, must supply two things at the edge: the remaining electron pressure $n_sT$ and the ion momentum flux $n_smc^2$. At the Bohm speed these are equal. From (1), $n=n_0e^{e\phi/T}$ with $\phi(0)=0$, so the potential drop is $(T/e)\ln2$. For $T=7.587$ eV this is 5.26 V.

For the width, use the flux $\Gamma=nu$ in place of the velocity. Since $nu^2=\Gamma^2/n$, equation (3) multiplied by $n/c^2$ becomes

$$n^2-n_0n+\frac{\Gamma^2}{c^2}=0,\qquad
n=\frac{n_0}{2}\left[1\pm\sqrt{1-\left(\frac{2\Gamma}{n_0c}\right)^2}\right].$$

At the centre $\Gamma=0$ and $n=n_0$, which selects the plus sign. A real density requires $\Gamma\le n_0c/2$. Ionization makes the flux grow with $x$, so the quasineutral region must end no later than the point where this limit is reached. There $n=n_0/2$ and $u=\Gamma/n=c$. Continuing on the minus branch would require the flux to fall, which a positive source forbids.

Set $\Gamma=(n_0c/2)\sin\theta$, with $\theta$ running from 0 at the centre to $\pi/2$ at the edge. Then $n=(n_0/2)(1+\cos\theta)$, and (2), in the form $d\Gamma=\nu n\,dx$, gives

$$\frac{n_0c}{2}\cos\theta\,d\theta=\nu\frac{n_0}{2}(1+\cos\theta)\,dx,
\qquad
dx=\frac c\nu\left(1-\frac1{1+\cos\theta}\right)d\theta .$$

Because $1+\cos\theta=2\cos^2(\theta/2)$, the integral of $1/(1+\cos\theta)$ is $\tan(\theta/2)$. With $x=0$ at $\theta=0$,

$$x=\frac c\nu\left(\theta-\tan\frac\theta2\right),\qquad
\boxed{l=\left(\frac\pi2-1\right)\frac c\nu}. \tag{4}$$

The mean density follows without another integral. In one half of the slab, production equals loss: $\nu\bar n l=n_0c/2$. Hence $\bar n=n_0/(\pi-2)=0.876\,n_0$. Within this frictionless fluid model, a global model that takes the mean density as its variable multiplies it by $n_s/\bar n=(\pi-2)/2=0.571$ to recover the edge density. In the kinetic treatment below this density ratio is 0.500, while the flux divided by $\bar nc$ stays close to 0.57.

## Second derivation: the force on the moving fluid

Now follow the acceleration at each point. Expand the momentum flux and insert (2):

$$\frac{d(mnu^2)}{dx}=mu\frac{d(nu)}{dx}+mnu\frac{du}{dx}
=m\nu nu+mnu\frac{du}{dx}.$$

Equating this to $enE$ gives $mnu\,u'=enE-m\nu nu$, where a prime means $d/dx$. The last term acts as a drag, although no ion collides with anything. It appears because the average velocity is lowered when ions at rest join the flow.

To see what this term does, multiply it by a number $s$. The physical case is $s=1$. The case $s=0$ is a comparison in which each new ion is given the local flow speed at birth. Define $y=\nu x/c$ and $N=n/n_0$, and let primes now mean $d/dy$. Continuity and force balance become

$$N'M+NM'=N,\qquad MM'=-\frac{N'}{N}-sM. \tag{5}$$

The first gives $N'/N=(1-M')/M$. Insert this in the second and multiply by $M$:

$$M^2M'=-(1-M')-sM^2,\qquad
M'=\frac{1+sM^2}{1-M^2}. \tag{6}$$

Starting from $M=0$, the speed rises, and its gradient diverges at $M=1$. Beyond that point $dy/dM=(1-M^2)/(1+sM^2)$ is negative, so the curve turns back towards the centre and cannot describe plasma further out.

For $s=1$, write $(1-M^2)/(1+M^2)=2/(1+M^2)-1$ and integrate from the centre:

$$y=2\arctan M-M. \tag{7}$$

At $M=1$ this is $\pi/2-1$. For the density, the second equation of (5) gives $N'/N=-MM'-sM$. Dividing by $M'$ from (6),

$$\frac{d\ln N}{dM}=-M-\frac{sM(1-M^2)}{1+sM^2}
=-\frac{(1+s)M}{1+sM^2}. \tag{8}$$

With $s=1$ the right side is $-2M/(1+M^2)$, so $N=1/(1+M^2)$ and $N=1/2$ at the edge. The two derivations agree along the whole profile: the first gives $M=\sin\theta/(1+\cos\theta)=\tan(\theta/2)$, so $\theta=2\arctan M$, and (4) becomes (7).

For $s=0$, equations (6) and (8) give instead

$$y=M-\frac{M^3}{3},\qquad N=e^{-M^2/2}.$$

The edge values are $y=2/3$ and $N=e^{-1/2}=0.607$. Here the potential drop is $T/(2e)$, because every ion has the energy of one that fell from the centre. Loading thus lowers the edge density from 0.607 to 0.500 of the central value and, at fixed $c/\nu$, narrows the plasma from $0.667\,c/\nu$ to $0.571\,c/\nu$. This answers the opening question: with loading, the drop is $T\ln2/e$ rather than $T/(2e)$.

A time-dependent calculation gives a separate test of both cases. The fluid evolves between a symmetry plane and vacuum, and $\nu$ is adjusted until production balances loss. With 320 cells, the loaded slab settles at a density ratio of 0.4996 and a width $\nu l/c=0.5699$; the unloaded one gives 0.6056 and 0.6653. All four agree with the formulas within the 2% allowed. The expansion into vacuum supplies the sonic outflow, so this tests the density ratio and the ionization frequency, not the sheath argument. The profiles are checked separately, by integrating the steady equations for $n$ and $u$ numerically from the centre to 95% of the half-width.

## What each derivation assumes

Both use isothermal Boltzmann electrons, quasineutrality, symmetry, a sonic edge and cold ions. They differ in what they can give up.

The budget (3) never uses the form of the ionization source. The ratio $1/2$ therefore survives a nonuniform $\nu(x)$, provided that the ions are born at rest and feel no friction. The width formula (4) does need uniform $\nu$; otherwise the same steps fix only the integral $\int_0^l\nu\,dx=(\pi/2-1)c$. The price is that the budget must close: a force that transfers ion momentum to the gas destroys the constant in (3).

The local derivation uses continuity from the start, even for the density ratio, but it accepts further forces. Suppose that ions lose their momentum in collisions with the gas after a constant mean free path $\lambda$. The collision frequency is $u/\lambda$, and the momentum loss per unit volume is $mnu^2/\lambda$. With $\delta=c/(\nu\lambda)$, the momentum equation becomes $[N(1+M^2)]'=-\delta NM^2$. Divide by $N$, use $N'/N=(1-M')/M$ and multiply by $M$:

$$(1+M^2)(1-M')+2M^2M'=-\delta M^3,
\qquad M'=\frac{1+M^2+\delta M^3}{1-M^2}.$$

Since $d\ln N/dM=(1/M'-1)/M$,

$$\frac{d\ln N}{dM}=-\frac{2M+\delta M^2}{1+M^2+\delta M^3}. \tag{9}$$

Integrating $1/M'$ and (9) from 0 to 1 gives the corrected width and density ratio. Setting $\delta=0$ recovers the earlier result.

## The assumption they share: one ion velocity

Without collisions, ions born at different places keep different speeds. The cold fluid ignores this spread, and an energy account shows how much it discards. The work done by the field per escaping ion is

$$\frac{1}{n_0c/2}\int nu\,eE\,dx
=\frac{2T}{n_0c}\int u\,(-dn)
=2T\int_0^1\frac{2M^2}{(1+M^2)^2}dM .$$

The last integrand is the derivative of $\arctan M-M/(1+M^2)$, so the work is $2T(\pi/4-1/2)=0.571\,T$. The directed energy at the edge is $0.5\,T$. To find the difference, multiply the force equation by $u$ and use (2):

$$\frac{d}{dx}\left(\frac{mnu^3}{2}\right)=nu\,eE-\frac{m\nu nu^2}{2}.$$

The last term is the energy lost when a particle at rest is merged into a stream of speed $u$. Summed over the slab it amounts to $0.071\,T$ per ion, or 0.54 eV in the example. In a collisionless plasma no such merging occurs, and the ions keep a spread of velocities instead. The energy associated with that spread need not equal the fluid value, because the potential profile also changes.

A kinetic calculation shows what the spread changes. Let $\eta=-e\phi/T$, so that $n=n_0e^{-\eta}$. An ion born at $\eta'$ reaches $\eta$ with speed $c\sqrt{2(\eta-\eta')}$. Define $g(\eta)=(\nu/c)e^{-\eta}dx/d\eta$, the ion production per unit $\eta$ divided by $n_0c$. Adding production divided by speed gives the ion density, which must equal the electron density:

$$\int_0^\eta\frac{g(\eta')\,d\eta'}{\sqrt{2(\eta-\eta')}}=e^{-\eta}.$$

Multiply by $1/\sqrt{\zeta-\eta}$ and integrate over $\eta$ from 0 to $\zeta$. After the order of integration is exchanged, the inner integral is $\int_{\eta'}^{\zeta}d\eta/\sqrt{(\zeta-\eta)(\eta-\eta')}=\pi$, as the substitution $\eta=\eta'+(\zeta-\eta')\sin^2\alpha$ shows. On the right, set $\eta=\zeta-t^2$. Then

$$\frac{\pi}{\sqrt2}\int_0^\zeta g\,d\eta'
=2e^{-\zeta}\int_0^{\sqrt\zeta}e^{t^2}dt=2D(\sqrt\zeta),$$

where $D$ is the Dawson function. Its derivative is $D'(z)=1-2zD(z)$, so differentiation with respect to $\zeta$ gives

$$g(\zeta)=\frac{\sqrt2}{\pi}\left[\frac1{\sqrt\zeta}-2D(\sqrt\zeta)\right].$$

The quasineutral solution ends where $g=0$, since there $dx/d\eta=0$ and the field diverges. Numerically this is $\eta=0.854$, which gives $n_s/n_0=0.426$. The width, $\int g e^\eta d\eta$, is $0.572\,c/\nu$, and the flux, $\int g\,d\eta$, is $0.487\,n_0c$.

Relative to the fluid values, the edge density is 15% lower and the flux 2.6% lower, while the width is only 0.2% larger. The fluid model is therefore much better for the ionization balance than for the edge density. The mean edge speed is $0.487/0.426=1.14\,c$, which makes up for most of the missing density in the flux.

## A low-pressure reactor example

The parameters are round model values: ion mass 40 u, $l=2.5$ cm, gas at 0.5 mTorr and 300 K, and $n_0=10^{10}$ cm$^{-3}$. The ionization coefficient is $K(T)=K_0e^{-\mathcal E/T}$, with $K_0=5\times10^{-8}$ cm$^3$/s and $\mathcal E=16$ eV. The ideal-gas law gives $n_g=1.609\times10^{13}$ cm$^{-3}$. Since $\nu=Kn_g$, equation (4) becomes a condition on temperature:

$$K(T)\,n_g l=\left(\frac\pi2-1\right)c(T). \tag{10}$$

The plasma density has cancelled, because production and loss are both proportional to it. The ratio $K/c$ has logarithmic derivative $\mathcal E/T^2-1/(2T)$, which is positive for $T<2\mathcal E=32$ eV. In that range a smaller $n_gl$ therefore demands hotter electrons.

The solution in that range is $T=7.59$ eV, with $c=4.278\times10^5$ cm/s and $K=6.069\times10^{-9}$ cm$^3$/s. The two sides agree:

$$\nu=(6.069\times10^{-9})(1.609\times10^{13})=9.77\times10^4\ \mathrm{s^{-1}},$$
$$0.5708\times\frac{4.278\times10^5}{2.5}=9.77\times10^4\ \mathrm{s^{-1}}.$$

The edge density is $5\times10^9$ cm$^{-3}$. The ion flux leaving the quasineutral region on one side is this times $c$, or $2.14\times10^{15}$ cm$^{-2}$s$^{-1}$, which is 0.34 mA/cm$^2$.

The profile is flat inside and steep outside. At $M=0.5$ the position is 1.87 cm, three quarters of the way to the edge, and the density is still $0.8\,n_0$. Near the edge (6) gives $dy/dM\simeq1-M$, so $1-M\simeq\sqrt{2(y_s-y)}$, where $y_s=\pi/2-1$. This square root produces the steep final fall.

Friction is not negligible. For an ion-neutral cross-section of $10^{-14}$ cm$^2$, $\lambda=1/(n_g\sigma)=6.2$ cm and $l/\lambda=0.40$. In the fluid model, solving for $\delta$ at this fixed ratio gives $n_s/n_0=0.477$ and $\nu l/c=0.545$, each about 5% below the frictionless value. This drag acts on the mean velocity alone, so the effect of collisions on the velocity spread is not included. In the kinetic model, with each collision restarting the ion at rest, the same $l/\lambda$ lowers the density ratio by about 8% and the width by about 6%. At the same pressure and half-width, the temperature falls to 7.38 eV.

The sheath is thin. At a floating wall, equal electron and ion fluxes require $\tfrac14\bar v_e e^{-\chi}=c$, where $\bar v_e=\sqrt{8T/(\pi m_e)}$ and $\chi$ is the sheath drop in units of $T/e$. The total drop from centre to wall is then 40.8 V. This exceeds the ionization threshold, so many electrons able to ionize are still confined; the loss of those with higher energy, which would distort the assumed Maxwellian, is not computed.

For the thickness, neglect electrons in the sheath and the ions' entry energy. With distance in units of the edge Debye length $\lambda_D$, Poisson's equation is $\eta''=1/\sqrt{2\eta}$, with $\eta$ now measured from the sheath edge. Multiplying by $\eta'$ and integrating from zero field gives $\eta'^2=2\sqrt{2\eta}$, and a second integration gives a thickness $(\sqrt2/3)(2\chi)^{3/4}\lambda_D$. With $\lambda_D=0.029$ cm this is 0.073 cm, or 3% of $l$. It is a low estimate, because both neglected effects reduce the net charge near the sheath edge. If the fluid equations are instead integrated from the centre together with Poisson's equation, with both effects and ionization kept throughout, the distance from the point where $u=c$ to the wall is about 0.23 cm, or 9% of $l$. In that solution, at the same $T$ and $\nu$, the point $u=c$ lies at 2.55 cm, the wall flux is about 4% above $n_0c/2$, and the total drop is about 40.5 V.

Two further ratios concern the gas. Its temperature is 0.3% of the electron temperature, which supports treating newborn ions as cold. The central electron pressure is 18% of the gas pressure. Gas depletion could matter if much of that momentum reached the neutrals. In the fluid model with friction, however, the edge still carries $2\times0.477=0.954$ of $n_0T$, so the ions pass only about 5% of it to the gas before the sheath edge. Depletion by ionization and gas heating is not calculated.

Inductively coupled etch reactors typically run, very roughly, at a few to some tens of mTorr, with electrons of a few eV and densities of $10^{10}$ to $10^{12}$ cm$^{-3}$. The example thus has an unusually low pressure, a high temperature and a density at the low end. The assumption most plainly broken in ordinary operation is the absence of ion friction. In the fluid model friction moves the density ratio by 5% here, but at 5 mTorr, with the same gas temperature, cross-section and half-width, $l/\lambda$ would be about 4 and the frictionless result should not be used. Real chambers also lose plasma to side walls, which this slab omits. As a design estimate, (10) is suited to wide, unmagnetized gaps with $l$ well below the ion mean free path and well above the Debye length. It also needs electrons close to a Maxwellian of uniform temperature and a gas that the plasma does not noticeably deplete; at very low pressure both should be checked. The numerical output below gives the remaining values.

## Table of computed values

```
GENERAL RESULTS (width means nu*half-width/c)
Loaded formula, edge/centre density: 0.5
Loaded formula, width: 0.5708
Loaded slab, 160 cells, density ratio: 0.4991
Loaded slab, 160 cells, width: 0.569
Loaded slab, 320 cells, density ratio: 0.4996
Loaded slab, 320 cells, width: 0.5699
Unloaded formula, density ratio: 0.6065
Unloaded formula, width: 0.6667
Unloaded slab, density ratio: 0.6056
Unloaded slab, width: 0.6653
Mean/centre density: 0.876
Field work per escaping ion: 0.5708 T
Discarded spread energy per ion: 0.0708 T
Kinetic edge potential drop: 0.854 T/e
Kinetic density ratio: 0.4257
Kinetic width: 0.5721
Kinetic flux/(centre density*c): 0.4871
EXAMPLE INPUTS
Half-width: 2.5 cm
Gas pressure: 0.5 mTorr
Gas temperature: 300 K
Ion mass: 40 u
Centre density: 1e+10 cm^-3
Ionization rate prefactor: 5e-08 cm^3/s
Ionization threshold: 16 eV
Ion-neutral cross-section: 1e-14 cm^2
EXAMPLE RESULTS
Gas density: 1.609e+13 cm^-3
Electron temperature: 7.587 eV
Bohm speed: 4.278e+05 cm/s
Ionization rate coefficient: 6.069e-09 cm^3/s
Ionization frequency: 9.767e+04 s^-1
Edge density: 5e+09 cm^-3
Ion flux to one wall: 2.139e+15 cm^-2 s^-1
Ion current density: 0.3427 mA/cm^2
Centre-to-edge potential drop: 5.259 V
At M=0.25: x=1.051 cm, n/n0=0.9412
At M=0.5: x=1.871 cm, n/n0=0.8000
At M=0.75: x=2.352 cm, n/n0=0.6400
NEGLECTED EFFECTS
Ion mean free path: 6.213 cm
Half-width/mean free path: 0.4024
With friction, density ratio: 0.477
With friction, width: 0.5451
Friction slab, density ratio: 0.4768
Friction slab, width: 0.5444
With friction, electron temperature: 7.377 eV
Edge Debye length: 0.02896 cm
Ion-only sheath thickness: 0.07305 cm
Centre-to-wall potential drop: 40.76 V
Gas/electron temperature: 0.003407
Neutral share ionized per half-width transit: 0.003807
Electron/gas pressure: 0.1824
```
